# When a cubic crystal can show both (100) and (111) facets

**Setting.** A free-standing crystal of fixed volume has full cubic symmetry: its six {100} faces are equivalent, and so are its eight {111} faces. This excludes polar crystals whose (111) and $(\bar1\bar1\bar1)$ faces differ. The surface energies per area are $\gamma_{100}$ and $\gamma_{111}$, both positive. For a slab that has two identical faces of area $A$ and contains a whole number $N$ of bulk formula units, $\gamma=(E_{\rm slab}-NE_{\rm bulk})/2A$. If identical faces require another composition, as for (111) in rock salt, $\gamma$ also depends on the chemical potentials. Edge energies and elastic strain are neglected until part (e). Write $r=\gamma_{111}/\gamma_{100}$.

## (a) The construction

**Question.** The Wulff construction takes the body $W$ of all points $\mathbf x$ with $\mathbf n\cdot\mathbf x\le\gamma(\mathbf n)$ for every unit normal $\mathbf n$, and scales it to the required volume. Show that no convex polyhedron of that volume has lower surface energy. The Brunn–Minkowski inequality may be used.

**Answer.** Let a convex polyhedron $K$ of volume $V$ have facets with normals $\mathbf n_i$, distances $h_i$ from the origin and areas $A_i$. Its surface energy is $F=\sum_i\gamma_iA_i$.

Add to each point of $K$ each point of $\varepsilon W$, with $\varepsilon>0$ small. Every sum obeys $\mathbf n_i\cdot\mathbf x\le h_i+\varepsilon\gamma_i$, so it lies in the polyhedron obtained by moving each facet of $K$ outwards by $\varepsilon\gamma_i$. That polyhedron has volume $V+\varepsilon F+O(\varepsilon^2)$, since each facet sweeps out area times displacement. The Brunn–Minkowski inequality states that the cube root of the volume of the sum is at least $V^{1/3}+\varepsilon|W|^{1/3}$. Hence

$$V+\varepsilon F+O(\varepsilon^2)\ge\left(V^{1/3}+\varepsilon|W|^{1/3}\right)^3 .$$

Comparing the terms linear in $\varepsilon$ gives

$$F\ge3V^{2/3}|W|^{1/3}.$$

Suppose that $W$ is itself a polyhedron, as in the facetted shapes below. For $K=\lambda W$, each facet has $h_i=\lambda\gamma_i$. Dividing the body into pyramids with apex at the origin gives $V=\tfrac13\sum_ih_iA_i=\lambda F/3$, so $F=3V/\lambda$. Since $V=\lambda^3|W|$, this equals the lower bound. The scaled body is therefore a minimum.

## (b) The window

**Question.** Suppose first that only {100} and {111} planes bound the crystal. Show that both families have nonzero area if and only if $1/\sqrt3<r<\sqrt3$.

**Answer.** The {100} planes lie at distance $a=\lambda\gamma_{100}$ and form the cube $|x|,|y|,|z|\le a$. The normal $(1,1,1)/\sqrt3$ turns the condition for (111) into $x+y+z\le\sqrt3\lambda\gamma_{111}$. With all eight signs, the {111} planes form the octahedron

$$|x|+|y|+|z|\le s,\qquad s=\sqrt3\,\lambda\gamma_{111}.$$

The crystal is the intersection of the two, and $s/a=\sqrt3\,r$.

*The {100} facets.* If $s\le a$, the octahedron meets the plane $x=a$ at most at its tip, so there is no facet area. If $s>a$, the point $(a,0,0)$ satisfies every other inequality strictly. A small disc around it in the plane $x=a$ then belongs to the crystal, and the facet has positive area. The condition is $\sqrt3\,r>1$.

*The {111} facets.* In the cube, $x+y+z$ is at most $3a$, reached only at the corner. If $s\ge3a$, the (111) plane therefore has no facet area. If $s<3a$, the point $(s/3,s/3,s/3)$ satisfies every other inequality strictly, and the same disc argument gives positive area. The condition is $\sqrt3\,r<3$.

Together,

$$\boxed{\frac1{\sqrt3}<\frac{\gamma_{111}}{\gamma_{100}}<\sqrt3 .}$$

Inverting the ratio exchanges the two limits, so $\gamma_{100}/\gamma_{111}$ has the same window. For $r\le1/\sqrt3$ the shape is an octahedron, and for $r\ge\sqrt3$ a cube.

## (c) Other facets

**Question.** Other orientations are now allowed. Is the condition still necessary? Is it still sufficient? Find the value of $\gamma_{110}$ above which {110} facets are absent.

**Answer.** It remains necessary. Further planes only remove material, so any {100} or {111} facet of the smaller body is part of a facet of the two-family body. Both families must then have area there too, and part (b) applies.

It is no longer sufficient. Take $\gamma_{100}=1$, $r=1.2$ and $\gamma_{110}=0.8$. The {110} planes impose $x+y\le0.8\sqrt2$ and likewise for the other pairs. Adding the three conditions gives $x+y+z\le1.2\sqrt2\approx1.70$, whereas the (111) plane lies at $x+y+z=1.2\sqrt3\approx2.08$. It is never reached.

Sufficiency is restored if no other plane cuts the two-family body. By symmetry, order the components of its normal as $n_1\ge n_2\ge n_3\ge0$. Inside the window, $a<s<3a$. For $a<s\le2a$,

$$\mathbf n\cdot\mathbf x\le(n_1-n_2)|x|+n_2(|x|+|y|+|z|)\le an_1+(s-a)n_2 ,$$

with equality at $(a,s-a,0)$. For $2a\le s\le3a$,

$$\mathbf n\cdot\mathbf x\le(n_1-n_3)|x|+(n_2-n_3)|y|+n_3(|x|+|y|+|z|)\le a(n_1+n_2)+(s-2a)n_3 ,$$

with equality at $(a,a,s-2a)$. The plane adds no facet if $\lambda\gamma(\mathbf n)$ is at least this maximum. For {110}, $n_1=n_2=1/\sqrt2$ and $n_3=0$, so the two cases give

$$\gamma_{110}\ge\min\left(\sqrt{\tfrac32}\,\gamma_{111},\ \sqrt2\,\gamma_{100}\right).$$

## (d) Areas and a numerical case

**Question.** Find the facet areas for $s\le2a$, and show how each family vanishes at its end of the window. Evaluate the shape for $\gamma_{100}=1.5$ J/m², $\gamma_{111}=1.3$ J/m² and $V=8000$ nm³.

**Answer.** The octahedron consists of eight corner tetrahedra of volume $s^3/6$, in total $\tfrac43s^3$. Each plane $x=\pm a$, and so on, removes a pyramid of height $s-a$ whose base $|y|+|z|\le s-a$ has area $2(s-a)^2$. The six pyramids do not overlap, because a point with $x>a$ and $y>a$ would need $s>2a$. Thus

$$V=\tfrac43s^3-4(s-a)^3,\qquad A_{100}=12(s-a)^2 .$$

The full octahedron has area $4\sqrt3\,s^2$. Each tip removes four equilateral triangles of side $\sqrt2(s-a)$ and area $\tfrac{\sqrt3}2(s-a)^2$, so

$$A_{111}=\sqrt3\left[4s^2-12(s-a)^2\right].$$

At the lower limit $A_{100}$ vanishes as $(s-a)^2$. Near the upper limit each {111} facet is a triangle with corners $(a,a,s-2a)$ and its permutations. Its side is $\sqrt2(3a-s)$, and the eight together have area $4\sqrt3(3a-s)^2$. Both families therefore fade out quadratically.

For the numbers given, $r=1.3/1.5=0.867$, inside the window. With $\lambda=1$, $a=1.5$ and $s=1.3\sqrt3=2.2517$, which is below $2a$. In these units the volume is

$$\tfrac43(2.2517)^3-4(0.7517)^3\approx13.52 .$$

Hence $\lambda=(8000/13.52)^{1/3}=8.395$ nm per J/m². The (100) and (111) distances are 12.6 and 10.9 nm, and $s=18.9$ nm. The areas are

$$A_{100}=12(18.90-12.59)^2\approx478\ \text{nm}^2,\qquad A_{111}\approx1648\ \text{nm}^2 ,$$

so {100} covers 22.5 % of the surface. The energy is

$$F=(1.5\times478+1.3\times1648)\times10^{-18}\ \text J\approx2.86\times10^{-15}\ \text J\approx1.78\times10^4\ \text{eV}.$$

At the same volume and surface energies, a cube costs $2.25\times10^4$ eV, 26 % more than this shape, and an octahedron $1.86\times10^4$ eV, 4 % more.

## (e) Reliability for a real particle

**Question.** The parameters are round values in the rough regime of copper nanoparticles used in die-attach pastes. Explain why $r\approx0.87$ is reasonable for an fcc metal, and estimate what the model neglects.

**Answer.** Suppose that surface energy only counts cut nearest-neighbour bonds. The number of bonds along $\mathbf b$ cut per area is proportional to $|\mathbf n\cdot\mathbf b|$. Summing over the six bond directions $(1,\pm1,0)$, $(1,0,\pm1)$ and $(0,1,\pm1)$ gives $2n_1+2n_1+2n_2=4n_1+2n_2$ for ordered components. This is 4 for (100) and $6/\sqrt3$ for (111), so $r=\sqrt3/2=0.866$. Moreover, $a=4$ and $s=6$ make the bound of part (c) equal to $4n_1+2n_2$: in this model every other orientation is exactly marginal. Small corrections to the bond model then decide whether further facets appear.

*Further facets.* Here {110} is absent if $\gamma_{110}\ge1.592$ J/m². A trial value of 1.55 J/m² gives {110} 5.5 % of the area, while lowering the energy at fixed volume by only 0.08 %. Higher-index facets are just as marginal. With trial values in J/m² of 1.34 for (111), 1.47 for (100), 1.56 for (110), 1.54 for (311), 1.52 for (331), 1.48 for (221), 1.60 for (210) and 1.59 for (310), {111} and {100} both survive, but the other families together take about 30 % of the area. The two-family shares of part (d) therefore hold only if those energies lie above the bound of part (c).

*Slab errors.* Errors of 0.05 J/m² with opposite signs in the two energies move $r$ between 0.81 and 0.93. If {110} facets stay absent, both families survive, but the {100} share ranges from 16 % to 31 %. The coexistence of {100} and {111} is thus much more secure than their shares of the area. An error of the same size in $\gamma_{110}$, however, could decide whether {110} facets appear.

*Temperature.* If $\gamma_{100}$ falls faster than $\gamma_{111}$ by a rough $10^{-4}$ J/(m² K), then at 600 K it has lost an extra 0.06 J/m². With $\gamma_{111}$ held fixed, $r=1.3/1.44=0.90$.

*Edges.* There are 24 edges of length $\sqrt2(s-a)$ around the squares and 12 of length $\sqrt2(2a-s)$ between hexagons, in total $12\sqrt2\,s=321$ nm. An energy per length of $\gamma_{111}$ times a rough atomic spacing of 0.25 nm gives about 650 eV, 3.6 % of the surface energy. This is only a scale, and the actual edge term can be much smaller. In the bond model, a truncated octahedron with $m$ bonds along every edge has $N=16m^3+15m^2+6m+1$ atoms. Separating it from the bulk cuts $96m^2+60m+12$ bonds. Each cut bond is shared by two surfaces, so the particle's total surface energy is $48m^2+30m+6$ bond energies. The surface term alone, $3(16N^2)^{1/3}$ in units of the bond energy, already equals $48m^2+30m$ apart from a remainder that stays bounded as $m$ grows, so no term proportional to edge length is left. Where such a term exists, it scales as $V^{1/3}$ against $V^{2/3}$ for the surface, so its share grows for smaller particles.

*Compression.* At fixed $\gamma$, $F\propto V^{2/3}$, so the capillary pressure is $dF/dV=2F/3V=2/\lambda=0.24$ GPa, taking surface stress equal to surface energy. With a rough bulk modulus of 140 GPa, the linear strain is about 0.06 %.

*Adsorption.* Let adsorbates cover (100) alone. The {111} facets vanish when $\gamma_{100}$ falls to $1.3/\sqrt3=0.751$ J/m², a drop of 0.749 J/m². For a rough lattice constant of 0.36 nm, each surface atom occupies $0.36^2/2=0.0648$ nm², so the drop corresponds to a net free-energy gain of 0.30 eV per site at one adsorbate per site.

Real paste particles carry organic coatings or oxide, touch their neighbours and need not have reached equilibrium. Of the effects estimated here, adsorption is the one that could take $r$ out of the window, at either end. A net gain of 0.30 eV per site on (100) alone removes {111}. On (111) alone less is needed: {100} vanishes when $\gamma_{111}$ falls to $1.5/\sqrt3=0.866$ J/m², a drop of 0.434 J/m², or 0.15 eV per site of area $\tfrac{\sqrt3}4\,0.36^2=0.0561$ nm². These gains are measured relative to the source of the adsorbate, so they are not the binding energy by itself. Above about 0.61 eV per site $\gamma_{100}$ would be negative, and the construction would no longer apply. When both faces adsorb, the two changes in $r$ offset each other in part, and either can prevail. Twinned particles are also outside the model: at the same volume and $\gamma_{111}$, an icosahedron with twenty {111} faces has about 6 % less surface energy than the shape found here, although it also pays for strain and twin boundaries. The clean-surface shape is therefore a guide only for clean, isolated, untwinned crystals whose atoms have had time to rearrange.

*Note on the numerical threshold.* In the numerical test of part (b), a family was counted only once its area exceeded $10^{-10}a^2$. By $4\sqrt3(3a-s)^2=10^{-10}a^2$, this puts the upper threshold about $2\times10^{-6}$ below $\sqrt3$. Rounding to four decimals then turns this tiny shift into 1.7320 against 1.7321.

## Table of computed values

```
Lower threshold, bisection: 0.5774; 1/sqrt(3): 0.5774
Upper threshold, bisection: 1.7320; sqrt(3): 1.7321
Random shapes with both families: 144 of 400
Random shapes in window but lacking a family: 109
Broken-bond ratio gamma111/gamma100: 0.8660
Input gamma100: 1.50 J/m2
Input gamma111: 1.30 J/m2
Input volume: 8000 nm3
Example ratio gamma111/gamma100: 0.8667
Inverse ratio gamma100/gamma111: 1.1538
Unscaled volume (lam = 1): 13.522 (J/m2)^3
Scale lam: 8.395 nm per (J/m2)
Distance to (100), a: 12.59 nm
Distance to (111): 10.91 nm
Octahedron intercept s: 18.90 nm
Total {100} area: 477.8 nm2
Total {111} area: 1647.8 nm2
{100} area fraction: 22.5 %
Wulff surface energy: 17844 eV = 2.859e-15 J
Equal-volume cube energy: 22469 eV
Equal-volume octahedron energy: 18562 eV
Limit on gamma110 for no {110}: 1.592 J/m2
Rough trial gamma110: 1.55 J/m2
Resulting {110} area fraction: 5.5 %
Energy reduction from {110}: 0.08 %
Rough atomic spacing for edge estimate: 0.25 nm
Total edge length: 320.8 nm
Edge energy estimate: 651 eV
Edge/surface energy: 3.6 %
Assumed slab error: 0.05 J/m2
Ratio range from slab error: 0.806 to 0.931
{100} fraction at low ratio: 15.6 %
{100} fraction at high ratio: 30.6 %
Temperature of use: 600 K
Rough extra gamma100 slope: 1.0e-04 J/(m2 K)
Ratio after thermal lowering: 0.903
Capillary pressure: 0.238 GPa
Rough bulk modulus: 140 GPa
Linear compressive strain: 0.057 %
Elastic/surface energy: 0.057 %
Rough lattice constant: 0.36 nm
Area per (100) surface atom: 0.0648 nm2
gamma100 at upper window edge: 0.751 J/m2
gamma100 drop that removes {111}: 0.749 J/m2
Equivalent adsorption gain per site: 0.303 eV
```
